# Static field from A = −Ft: which expectation value is the energy?: a numerical check

```python
"""
Result under test (atomic units, electron charge -1, static field F along x):
the potentials (phi=-F x, A=0) and (phi=0, A=-F t) describe the same field.
  H_L = p^2/2 + V + F x           H_V(t) = (p - F t)^2/2 + V
A bound state u with H_L u = E u becomes psi_V = exp(i F x t - i E t) u, and
  W = <H_V> = E - F dE/dF, which differs from the conserved energy E.
The conserved operator in the second gauge is K = H_V + F x.
Model: V = x^2/2 + LAM x^4 (confining, so truly bound states exist).
Hydrogen is treated to second order in F with a fixed nucleus.
"impulse" denotes -A(t), the time integral of the field.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import trapezoid

EV = physical_constants["Hartree energy in eV"][0]
FIELD_SI = physical_constants["atomic unit of electric field"][0]

# ---------- symbolic test of the gauge map for arbitrary V and psi ----------
xs, ts, Fs = sp.symbols("x t F", real=True)
psi_s = sp.Function("psi")(xs, ts)
V_s = sp.Function("V")(xs)


def schroedinger_residual(psi, A, phi):
    def kinetic_momentum(f):
        return -sp.I * sp.diff(f, xs) + A * f
    h_psi = kinetic_momentum(kinetic_momentum(psi)) / 2 + (V_s - phi) * psi
    return sp.I * sp.diff(psi, ts) - h_psi


chi = -Fs * xs * ts
phi_L = -Fs * xs
A_V = sp.diff(chi, xs)
phi_V = phi_L - sp.diff(chi, ts)
assert sp.simplify(phi_V) == 0
assert sp.simplify(-sp.diff(phi_V, xs) - sp.diff(A_V, ts) - Fs) == 0
phase = sp.exp(-sp.I * chi)
difference = (schroedinger_residual(phase * psi_s, A_V, phi_V) / phase
              - schroedinger_residual(psi_s, sp.Integer(0), phi_L))
assert sp.simplify(sp.expand(difference)) == 0

# ---------- grid model ----------
LAM, F, T_END, T_RAMP, DT = 0.1, 0.5, 20.0, 40.0, 0.004
N, BOX = 128, 16.0
dx = BOX / N
x = -BOX / 2 + dx * np.arange(N)
k = 2 * np.pi * np.fft.fftfreq(N, dx)
V = x**2 / 2 + LAM * x**4


def h_matrix(impulse):
    kin = np.fft.ifft(((k - impulse)**2 / 2)[:, None]
                      * np.fft.fft(np.eye(N), axis=0), axis=0)
    return (kin + kin.conj().T) / 2 + np.diag(V)


H0 = h_matrix(0.0).real


def solve(field):
    return np.linalg.eigh(H0 + np.diag(field * x))


def ground(field):
    energies, vectors = solve(field)
    u = vectors[:, 0]
    return energies[0], u, u @ H0 @ u, np.sum(x * u**2)


def observables(psi, impulse):
    """Return <H_V>, <x> and the velocity <p - impulse>."""
    weight = np.abs(np.fft.fft(psi))**2
    weight /= weight.sum()
    density = np.abs(psi)**2
    w = np.sum((k - impulse)**2 / 2 * weight) + np.sum(V * density)
    return w, np.sum(x * density), np.sum((k - impulse) * weight)


def propagate(psi, impulse_of_t, duration, stride=10):
    """Split-operator propagation with H_V only; no use of the gauge map."""
    psi = psi.astype(complex)
    half_v = np.exp(-0.5j * DT * V)
    rows = [(0.0, *observables(psi, impulse_of_t(0.0)))]
    for step in range(int(round(duration / DT))):
        mid = impulse_of_t((step + 0.5) * DT)
        psi = half_v * psi
        psi = np.fft.ifft(np.exp(-0.5j * DT * (k - mid)**2) * np.fft.fft(psi))
        psi = half_v * psi
        if (step + 1) % stride == 0:
            t = (step + 1) * DT
            rows.append((t, *observables(psi, impulse_of_t(t))))
    return psi, np.array(rows).T


levels0, states0 = solve(0.0)
E0, phi0 = levels0[0], states0[:, 0]
E, u, W, x_mean = ground(F)

# ---------- W = E - F dE/dF, and the polarizability ----------
h = 1e-3
slope = (ground(F + h)[0] - ground(F - h)[0]) / (2 * h)
assert abs(slope - x_mean) < 1e-5
assert abs(W - (E - F * slope)) < 1e-5
x_n0 = states0.T @ (x * phi0)
gaps = levels0[1:] - E0
alpha = 2 * np.sum(x_n0[1:]**2 / gaps)
h = 0.01
plus, minus = ground(h), ground(-h)
alpha_from_E = -(plus[0] - 2 * E0 + minus[0]) / h**2
alpha_from_W = -(plus[2] - 2 * E0 + minus[2]) / h**2
assert abs(alpha_from_E - alpha) < 1e-3
assert abs(alpha_from_W + alpha) < 1e-3      # wrong sign if W is taken for E

# ---------- the mapped state against direct propagation ----------
impulse_end = F * T_END
psi_V, (t_a, W_a, x_a, v_a) = propagate(u, lambda t: F * t, T_END)
mapped = np.exp(1j * (F * x * T_END - E * T_END)) * u
map_error = np.linalg.norm(psi_V - mapped)
assert map_error < 1e-3
assert np.max(np.abs(W_a - W)) < 1e-3
assert np.max(np.abs(x_a - x_mean)) < 1e-3
assert np.max(np.abs(v_a)) < 1e-3
p_canonical = np.vdot(psi_V, np.fft.ifft(k * np.fft.fft(psi_V))).real
assert abs(p_canonical - impulse_end) < 1e-3
H_end = h_matrix(impulse_end)
K_psi = H_end @ psi_V + F * x * psi_V
K_mean = np.vdot(psi_V, K_psi).real
assert np.linalg.norm(K_psi - E * psi_V) < 5e-3

# ---------- instantaneous levels carry no Stark shift ----------
levels_t, states_t = np.linalg.eigh(H_end)
assert np.max(np.abs(levels_t[:4] - levels0[:4])) < 1e-7
assert abs(levels_t[0] - E) > 0.01
inst = states_t[:, 0]
x_inst = np.sum(x * np.abs(inst)**2)
assert abs(x_inst) < 1e-6
prob_inst = abs(np.vdot(inst, psi_V))**2
assert abs(prob_inst - (phi0 @ u)**2) < 1e-3
# leading admixture outside the instantaneous ground state, at a weak field
weak = 0.01
lost = 1 - (phi0 @ ground(weak)[1])**2
lost_formula = weak**2 * np.sum(x_n0[1:]**2 / gaps**2)
assert abs(lost / lost_formula - 1) < 1e-2

# ---------- omitting the gauge phase ----------
W_bare = np.vdot(u, H_end @ u).real
assert abs(W_bare - W - impulse_end**2 / 2) < 1e-6

# ---------- sudden switching: <H_V> moves, <K> does not ----------
_, (t_s, W_s, x_s, v_s) = propagate(phi0, lambda t: F * t, T_END)
K_s = W_s + F * x_s
assert np.max(np.abs(K_s - E0)) < 1e-3
assert np.ptp(W_s) > alpha * F**2 / 2


# ---------- slow switching: the work done equals W - E0 ----------
def ramp_field(t):
    s = t / T_RAMP
    return F * (10 * s**3 - 15 * s**4 + 6 * s**5)


def ramp_impulse(t):
    s = t / T_RAMP
    return F * T_RAMP * (2.5 * s**4 - 3 * s**5 + s**6)


_, (t_r, W_r, x_r, v_r) = propagate(phi0, ramp_impulse, T_RAMP)
work = trapezoid(-ramp_field(t_r) * v_r, t_r)
assert abs(work - (W_r[-1] - E0)) < 2e-4
assert abs(W_r[-1] - W) < 1e-3               # residual ringing of a finite ramp
assert abs(W_r[-1] + F * x_r[-1] - E) < 1e-3

# ---------- hydrogen: first-order function R(r) cos(theta) per unit field ----
r = sp.symbols("r", positive=True)
psi_1s = sp.exp(-r) / sp.sqrt(sp.pi)
R = -r * (1 + r / 2) * psi_1s
shifted_R = (-(sp.diff(R, r, 2) + 2 * sp.diff(R, r) / r - 2 * R / r**2) / 2
             - R / r + R / 2)                # (H_0 - E_1s) acting on R cos(theta)
assert sp.simplify(shifted_R + r * psi_1s) == 0
angular = 4 * sp.pi / 3
e2 = sp.integrate(sp.expand(angular * psi_1s * r * R * r**2), (r, 0, sp.oo))
w2 = sp.integrate(sp.expand(sp.simplify(angular * R * shifted_R * r**2)),
                  (r, 0, sp.oo))
assert sp.simplify(e2 + sp.Rational(9, 4)) == 0
assert sp.simplify(w2 + e2) == 0
F_H = 0.01

# ---------- output ----------
print("MODEL WELL, energies in hartree, other quantities in atomic units")
print(f"quartic coefficient              {LAM:.1f}")
print(f"field F                          {F:.2f}")
print(f"field-free ground energy E0      {E0:.6f} hartree")
print(f"field-free first excited energy  {levels0[1]:.6f} hartree")
print(f"conserved energy E(F)            {E:.6f} hartree")
print(f"internal energy W = <H_V>        {W:.6f} hartree")
print(f"mean position <x>                {x_mean:.6f} bohr")
print(f"slope dE/dF, finite difference   {slope:.6f} bohr")
print(f"E - F dE/dF                      {E - F * slope:.6f} hartree")
print(f"shift E - E0                     {E - E0:.6f} hartree")
print(f"shift W - E0                     {W - E0:.6f} hartree")
print(f"difference W - E                 {W - E:.6f} hartree")
print(f"shift E - E0 converted           {(E - E0) * EV:.4f} eV")
print(f"shift W - E0 converted           {(W - E0) * EV:.4f} eV")
print(f"polarizability, sum over states  {alpha:.5f} a.u.")
print(f"minus second derivative of E     {alpha_from_E:.5f} a.u.")
print(f"minus second derivative of W     {alpha_from_W:.5f} a.u.")
print("PROPAGATION WITH H_V FROM THE POLARIZED STATE")
print(f"duration                         {T_END:.1f} a.u. of time")
print(f"norm of (propagated - mapped)    {map_error:.1e}")
print(f"largest change of <H_V>          {np.max(np.abs(W_a - W_a[0])):.1e} hartree")
print(f"final canonical momentum         {p_canonical:.5f} a.u.")
print(f"largest |velocity|               {np.max(np.abs(v_a)):.1e} a.u.")
print(f"final <K>                        {K_mean:.6f} hartree")
print(f"lowest level of H_V at the end   {levels_t[0]:.6f} hartree")
print(f"weight on that level's state     {prob_inst:.5f}")
print(f"<H_V> at the end, phase omitted  {W_bare:.5f} hartree")
print(f"weak field for admixture test    {weak:.2f} a.u.")
print(f"admixture, diagonalization       {lost:.4e}")
print(f"admixture, first-order formula   {lost_formula:.4e}")
print("SUDDEN SWITCHING FROM THE FIELD-FREE GROUND STATE")
print(f"smallest <H_V>                   {W_s.min():.5f} hartree")
print(f"largest <H_V>                    {W_s.max():.5f} hartree")
print(f"largest |<K> - E0|               {np.max(np.abs(K_s - E0)):.1e} hartree")
print("SLOW SWITCHING FROM THE FIELD-FREE GROUND STATE")
print(f"ramp duration                    {T_RAMP:.1f} a.u. of time")
print(f"work done on the electron        {work:.5f} hartree")
print(f"final <H_V> - E0                 {W_r[-1] - E0:.5f} hartree")
print(f"final <K> - E0                   {W_r[-1] + F * x_r[-1] - E0:.5f} hartree")
print("HYDROGEN, SECOND ORDER IN THE FIELD")
print(f"polarizability                   {float(-2 * e2):.4f} a.u.")
print(f"field                            {F_H:.2f} a.u.")
print(f"field converted                  {F_H * FIELD_SI:.3e} V/m")
print(f"conserved-energy shift           {float(e2) * F_H**2:.3e} hartree")
print(f"internal-energy shift            {float(w2) * F_H**2:.3e} hartree")
print(f"conserved-energy shift converted {float(e2) * F_H**2 * EV * 1000:.3f} meV")
print(f"internal-energy shift converted  {float(w2) * F_H**2 * EV * 1000:.3f} meV")
print("OK")
```

Printed output:

```
MODEL WELL, energies in hartree, other quantities in atomic units
quartic coefficient              0.1
field F                          0.50
field-free ground energy E0      0.559146 hartree
field-free first excited energy  1.769503 hartree
conserved energy E(F)            0.474883 hartree
internal energy W = <H_V>        0.641654 hartree
mean position <x>                -0.333541 bohr
slope dE/dF, finite difference   -0.333541 bohr
E - F dE/dF                      0.641654 hartree
shift E - E0                     -0.084263 hartree
shift W - E0                     0.082507 hartree
difference W - E                 0.166771 hartree
shift E - E0 converted           -2.2929 eV
shift W - E0 converted           2.2451 eV
polarizability, sum over states  0.68138 a.u.
minus second derivative of E     0.68137 a.u.
minus second derivative of W     -0.68137 a.u.
PROPAGATION WITH H_V FROM THE POLARIZED STATE
duration                         20.0 a.u. of time
norm of (propagated - mapped)    1.5e-05
largest change of <H_V>          3.9e-07 hartree
final canonical momentum         10.00000 a.u.
largest |velocity|               6.8e-07 a.u.
final <K>                        0.474883 hartree
lowest level of H_V at the end   0.559146 hartree
weight on that level's state     0.93394
<H_V> at the end, phase omitted  50.64165 hartree
weak field for admixture test    0.01 a.u.
admixture, diagonalization       2.8144e-05
admixture, first-order formula   2.8144e-05
SUDDEN SWITCHING FROM THE FIELD-FREE GROUND STATE
smallest <H_V>                   0.55915 hartree
largest <H_V>                    0.88508 hartree
largest |<K> - E0|               7.1e-07 hartree
SLOW SWITCHING FROM THE FIELD-FREE GROUND STATE
ramp duration                    40.0 a.u. of time
work done on the electron        0.08244 hartree
final <H_V> - E0                 0.08244 hartree
final <K> - E0                   -0.08426 hartree
HYDROGEN, SECOND ORDER IN THE FIELD
polarizability                   4.5000 a.u.
field                            0.01 a.u.
field converted                  5.142e+09 V/m
conserved-energy shift           -2.250e-04 hartree
internal-energy shift            2.250e-04 hartree
conserved-energy shift converted -6.123 meV
internal-energy shift converted  6.123 meV
OK
```
